# Momentum Relaxation of a Two-Dimensional Electron Gas by Remote Ionized Impurities, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one remote charge to the relaxation rate

Electrons of effective mass $m$ and charge $-e$ move freely in the plane $z=0$. They fill one parabolic, spin-degenerate subband at zero temperature, with areal density $n_s$. The sheet is taken to be infinitely thin. In the plane $z=-d$ there are fixed impurities of charge $+e$, with areal density $N_i$ and uncorrelated random positions. The permittivity $\varepsilon$ is the same everywhere, so there are no image charges at interfaces.

This is a model of a channel whose electrons are separated from charged centres in a barrier. The task is to find how fast the impurities destroy the momentum of the electrons, and what the separation $d$ does to that rate.

The two spin states give $n_s=2\pi k_F^2/(2\pi)^2$, so the Fermi wavevector is $k_F=\sqrt{2\pi n_s}$. The Fermi energy is

$$E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi\hbar^2n_s}{m},$$

and the Fermi velocity is $v_F=\hbar k_F/m$. Vectors $\mathbf r$, $\mathbf k$ and $\mathbf q$ lie in the plane. The Fourier convention, for a sheet of area $A$ with periodic boundaries, is

$$U(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r),\qquad U(\mathbf r)=\frac1A\sum_{\mathbf q}U(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.$$

### (a) The bare potential of one impurity

**Find the Fourier transform, in the electron plane, of the potential energy that one impurity gives an electron when the other electrons do not respond.**

**Solution.** Put the impurity at $\mathbf r=0$, $z=-d$. The Poisson equation for its electrostatic potential $\phi$ is $-\varepsilon\nabla^2\phi=e\,\delta(\mathbf r)\delta(z+d)$. A Fourier transform in the plane replaces the in-plane part of $-\nabla^2$ by $q^2$:

$$\varepsilon\left(q^2-\frac{\partial^2}{\partial z^2}\right)\phi(q,z)=e\,\delta(z+d).$$

Away from $z=-d$ the solutions are $e^{\pm qz}$. The potential must decay on both sides and be continuous, so $\phi=Ce^{-q|z+d|}$. Integration of the equation across $z=-d$ gives $-\varepsilon$ times the jump of $\partial\phi/\partial z$ on the left and $e$ on the right. The slope changes from $+qC$ to $-qC$, a jump of $-2qC$. Hence $2\varepsilon qC=e$ and $C=e/(2\varepsilon q)$.

The energy of an electron is $-e\phi$ at $z=0$:

$$U_{\rm ext}(q)=-\frac{e^2}{2\varepsilon q}\,e^{-qd}.$$

The exponential comes from the Laplace equation in the empty space between the planes. A potential that varies in the plane with wavevector $q$ must decay away from its source over a distance $1/q$. Fine detail is therefore lost before it reaches the electrons, while variations that are smooth on the scale $d$ arrive almost unchanged.

### (b) Screening by the electron sheet

**The electrons rearrange in the potential they feel. Find the total potential energy $U(q)$ for $q\le2k_F$, in linear response and with the electrons interacting through their average electrostatic field.**

**Solution.** First find the density change caused by a given weak total potential energy $U$. First-order perturbation theory turns the plane wave $\mathbf k$, of energy $E_k=\hbar^2k^2/2m$, into

$$\psi_{\mathbf k}=\frac1{\sqrt A}\left[e^{i\mathbf k\cdot\mathbf r}+\sum_{\mathbf q}\frac{U(\mathbf q)/A}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}\,e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}\right].$$

In $|\psi_{\mathbf k}|^2$ the component $e^{i\mathbf q\cdot\mathbf r}$ arises from the admixture of $\mathbf k+\mathbf q$ and from the complex conjugate of the admixture of $\mathbf k-\mathbf q$. Because $U(\mathbf r)$ is real, $U(-\mathbf q)^*=U(\mathbf q)$. Summing over both spins and over the occupations $f_{\mathbf k}$ gives

$$\delta n(\mathbf q)=U(\mathbf q)\,\frac2A\sum_{\mathbf k}f_{\mathbf k}\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].$$

In the second term rename $\mathbf k$ as $\mathbf k+\mathbf q$. The result is $\delta n=-\Pi U$ with

$$\Pi(q)=2\int\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}.$$

Pairs of states that are both occupied cancel, as they must, since mixing two filled states changes no density.

To evaluate $\Pi$, let $\mathbf q$ point along $x$. Then

$$E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\frac{\hbar^2q}{m}\left(k_x+\frac q2\right).$$

Cut out a narrow strip centred on $k_x=-q/2$, where this vanishes. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ maps the strip onto itself and turns the term with $f_{\mathbf k+\mathbf q}$ into the term with $f_{\mathbf k}$. The two terms are therefore equal, and each becomes a principal-value integral (marked P) as the strip shrinks. At given $k_x$ the filled disc has width $2\sqrt{k_F^2-k_x^2}$ in $k_y$, so

$$\Pi=\frac{4}{4\pi^2}\,\frac{m}{\hbar^2q}\;{\rm P}\!\!\int_{-k_F}^{k_F}\frac{2\sqrt{k_F^2-k_x^2}}{k_x+q/2}\,dk_x.$$

Set $k_x=k_F\cos\alpha$ and $c=-q/(2k_F)$. The integral becomes $2k_FJ$, where

$$J={\rm P}\!\!\int_0^\pi\frac{\sin^2\alpha}{\cos\alpha-c}\,d\alpha .$$

The identity $\sin^2\alpha=(1-c^2)-(\cos\alpha-c)(\cos\alpha+c)$ splits it:

$$J=(1-c^2)\,{\rm P}\!\!\int_0^\pi\frac{d\alpha}{\cos\alpha-c}-\int_0^\pi(\cos\alpha+c)\,d\alpha .$$

The last integral is $\pi c$. In the first, put $t=\tan(\alpha/2)$, so that $\cos\alpha=(1-t^2)/(1+t^2)$ and $d\alpha=2\,dt/(1+t^2)$. For $|c|<1$ it becomes

$$\frac{2}{1+c}\;{\rm P}\!\!\int_0^\infty\frac{dt}{t_0^2-t^2},\qquad t_0^2=\frac{1-c}{1+c}.$$

An antiderivative is $\frac1{2t_0}\ln\left|\frac{t_0+t}{t_0-t}\right|$. It vanishes at $t=0$ and at $t\to\infty$, and its values on the two sides of $t_0$ cancel as the symmetric cut shrinks. The integral is zero, so $J=-\pi c=\pi q/(2k_F)$. Then $2k_FJ=\pi q$ and

$$\Pi=\frac1{\pi^2}\,\frac m{\hbar^2q}\,\pi q=\frac{m}{\pi\hbar^2}.$$

This holds for $q<2k_F$, and by continuity at $q=2k_F$. It equals the density of states per area and energy, with no dependence on $q$ or $n_s$. Elastic scattering on the Fermi circle involves no larger $q$.

Now close the loop. The induced electrons have charge density $-e\,\delta n$ in the plane $z=0$. By the result of (a) with $d=0$, they give another electron the energy $+e^2\delta n/(2\varepsilon q)$. Therefore

$$U=U_{\rm ext}-\frac{e^2\Pi}{2\varepsilon q}U\quad\Longrightarrow\quad U\left(1+\frac{q_{TF}}q\right)=U_{\rm ext},$$

$$q_{TF}=\frac{e^2\Pi}{2\varepsilon}=\frac{me^2}{2\pi\varepsilon\hbar^2}.$$

Inserting $U_{\rm ext}$ and calling the magnitude $V$,

$$V(q)=|U(q)|=\frac{e^2e^{-qd}}{2\varepsilon(q+q_{TF})}.$$

Since $e^2/(2\varepsilon q_{TF})=1/\Pi=\pi\hbar^2/m$, an equivalent form is

$$V(q)=\frac{\pi\hbar^2}{m}\,S(q)\,e^{-qd},\qquad S(q)=\frac{q_{TF}}{q+q_{TF}}.$$

Screening removes the divergence at small $q$ and leaves the exponential untouched, because the screening charge sits in the electron plane itself. Exchange and correlation in the response of the electrons have been left out.

### (c) Many impurities and the rate per angle

**Find the rate at which an electron on the Fermi circle is scattered through an angle between $\theta$ and $\theta+d\theta$, in the Born approximation.**

**Solution.** For impurities at in-plane positions $\mathbf R_j$ the matrix element between plane waves, with $\mathbf q=\mathbf k'-\mathbf k$, is

$$M=\frac{U(q)}A\sum_je^{-i\mathbf q\cdot\mathbf R_j}.$$

Its squared magnitude contains $N_iA$ diagonal terms, each equal to 1, and cross terms $e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}$. For independent, uniformly distributed positions the average of $e^{-i\mathbf q\cdot\mathbf R_j}$ vanishes for every allowed $\mathbf q\ne0$, and the cross terms vanish with it. Thus

$$\langle|M|^2\rangle=\frac{V^2}{A^2}\,N_iA=\frac{N_i}AV(q)^2.$$

The term $\mathbf q=0$ shifts the energy of all states equally and scatters nothing.

The golden rule gives the transition rate $(2\pi/\hbar)\langle|M|^2\rangle\delta(E_{k'}-E_k)$. The impurities do not flip spin, so final states of one spin are counted:

$$\sum_{\mathbf k'}\to\frac{A}{(2\pi)^2}\int k'dk'\,d\theta=\frac{A}{(2\pi)^2}\,\frac m{\hbar^2}\int dE'\,d\theta .$$

The area cancels, the delta function removes the energy integral, and the rate per unit angle is

$$w(\theta)=\frac{2\pi}\hbar\,N_iV^2\,\frac{m}{4\pi^2\hbar^2}=\frac{N_im}{2\pi\hbar^3}\,V(q)^2 .$$

Both wavevectors have length $k_F$, so $q$ is the base of an isosceles triangle with apex angle $\theta$: $q=2k_F|\sin(\theta/2)|$. The total collision rate, which counts every deflection equally, is

$$\frac1{\tau_q}=\int_{-\pi}^{\pi}w(\theta)\,d\theta .$$

### (d) Which average of $w$ relaxes the momentum?

**Solve the linearized Boltzmann equation for a weak uniform field along $x$, and identify the momentum-relaxation time $\tau_{tr}$.**

**Solution.** In a field $\mathcal E$ the force is $-e\mathcal E$. Write the distribution as $f_0+f_1$, with $f_1$ proportional to $\mathcal E$. Scattering out of $\mathbf k$ into $\mathbf k'$ carries the factor $f(1-f')$, and the reverse process carries $f'(1-f)$. The two transition rates are equal, and the difference of the factors is $f-f'$, so Pauli blocking drops out of the net rate. In the steady state

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\int_{-\pi}^{\pi}d\alpha\,w(\alpha)\,[f_1(\theta)-f_1(\theta+\alpha)],$$

where $\theta$ is now the direction of $\mathbf k$ measured from $x$ and $\alpha$ is the scattering angle. Since $\partial f_0/\partial k_x=\hbar v\cos\theta\,\partial f_0/\partial E$, the left side varies as $\cos\theta$. Try $f_1=a\cos\theta$. The integral needs

$$\cos\theta-\cos(\theta+\alpha)=\cos\theta\,(1-\cos\alpha)+\sin\theta\sin\alpha .$$

The function $w$ is even in $\alpha$, so the term with $\sin\alpha$ integrates to zero. What remains is again proportional to $\cos\theta$: the trial function is an eigenfunction of the collision operator, with eigenvalue

$$\frac1{\tau_{tr}}=\int_{-\pi}^{\pi}w(\alpha)\,(1-\cos\alpha)\,d\alpha .$$

The equation is then solved by

$$f_1=e\mathcal E\tau_{tr}\,v\cos\theta\,\frac{\partial f_0}{\partial E}=\frac{e\mathcal E\tau_{tr}}{\hbar}\,\frac{\partial f_0}{\partial k_x}.$$

To first order this is the Fermi disc displaced by $-e\mathcal E\tau_{tr}/\hbar$. The drift velocity is $-e\mathcal E\tau_{tr}/m$, and the mobility is $\mu=e\tau_{tr}/m$.

The weight has a direct meaning. A deflection by $\alpha$ leaves the fraction $\cos\alpha$ of the momentum along the old direction and removes the fraction $1-\cos\alpha$. The sideways components average to zero.

### (e) The rate as an integral over momentum transfer

**Write $1/\tau_{tr}$ as an integral over $q$, and give dimensionless forms of both rates.**

**Solution.** The integrand is even in the angle, so the range $(-\pi,\pi)$ is twice $(0,\pi)$:

$$\frac1{\tau_{tr}}=\frac{N_im}{\pi\hbar^3}\int_0^\pi V(q)^2(1-\cos\theta)\,d\theta .$$

With $q=2k_F\sin(\theta/2)$ the weight is $1-\cos\theta=2\sin^2(\theta/2)=q^2/(2k_F^2)$. The differential is $dq=k_F\cos(\theta/2)\,d\theta$, so

$$d\theta=\frac{dq}{k_F\sqrt{1-(q/2k_F)^2}} .$$

Substitution gives

$$\frac1{\tau_{tr}}=\frac{N_im}{2\pi\hbar^3k_F^3}\int_0^{2k_F}\frac{q^2\,dq}{\sqrt{1-(q/2k_F)^2}}\left[\frac{e^2}{2\varepsilon(q+q_{TF})}\right]^2e^{-2qd}.$$

The amplitude factor $e^{-qd}$ has been squared to $e^{-2qd}$, and the factor $q^2$ is the momentum weight.

For numerical work use the half-angle $\varphi=\theta/2$, so that $q=2k_F\sin\varphi$, $d\theta=2\,d\varphi$ and $1-\cos\theta=2\sin^2\varphi$. With $V=(\pi\hbar^2/m)Se^{-qd}$ the prefactor is

$$\frac{N_im}{\pi\hbar^3}\left(\frac{\pi\hbar^2}m\right)^2=\frac{\pi\hbar N_i}m ,$$

and therefore

$$\frac1{\tau_{tr}}=\frac{4\pi\hbar N_i}m\,I_2,\qquad \frac1{\tau_q}=\frac{2\pi\hbar N_i}m\,I_0,$$

$$I_p=\int_0^{\pi/2}\sin^p\!\varphi\;S^2\,e^{-4k_Fd\sin\varphi}\,d\varphi .$$

The collision rate has no weight, hence $p=0$ and one factor of 2 fewer. As a test of (d) and (e), the Boltzmann equation was solved as a linear system for 900 directions on the Fermi circle, with the parameters of part (f). Its relaxation time agrees with the formula to about one part in a million.

## Second half: what the separation does

The following is taken from the first half. An electron on the Fermi circle, with wavevector $k_F=\sqrt{2\pi n_s}$ and velocity $v_F=\hbar k_F/m$, scatters through the angle $\theta$ with momentum transfer $\hbar q$, where $q=2k_F\sin(\theta/2)$. One impurity at distance $d$ has the screened potential $V(q)=(\pi\hbar^2/m)S(q)e^{-qd}$, with $S=q_{TF}/(q+q_{TF})$ and $q_{TF}=me^2/(2\pi\varepsilon\hbar^2)$. For $N_i$ uncorrelated impurities per area, the relaxation and collision rates are

$$\frac1{\tau_{tr}}=\frac{N_im}{2\pi\hbar^3k_F^3}\int_0^{2k_F}\frac{q^2V(q)^2\,dq}{\sqrt{1-(q/2k_F)^2}}=\frac{4\pi\hbar N_i}mI_2,$$

$$\frac1{\tau_q}=\frac{N_im}{\pi\hbar^3k_F}\int_0^{2k_F}\frac{V(q)^2\,dq}{\sqrt{1-(q/2k_F)^2}}=\frac{2\pi\hbar N_i}mI_0 .$$

The integrals $I_2$ and $I_0$ run over the half-angle, with and without the weight $\sin^2(\theta/2)$. The mobility is $\mu=e\tau_{tr}/m$.

### (f) A numerical case

**Take $m=0.20$ electron masses, relative permittivity 10, $n_s=N_i=10^{17}\ \mathrm{m^{-2}}$ and $d=10$ nm. Find both rates and the mobility.**

**Solution.** These are round model parameters, of the scale met in a dense channel of a wide-gap device. They give

$$k_F=\sqrt{2\pi\times10^{17}\ \mathrm{m^{-2}}}=0.793\ \mathrm{nm^{-1}},\qquad q_{TF}=0.756\ \mathrm{nm^{-1}},$$

so $k_Fd=7.93$ and $q_{TF}d=7.56$. The Fermi energy is $119.7$ meV. Quadrature gives $I_2=4.50\times10^{-5}$ and $I_0=2.81\times10^{-2}$.

Because $N_i=n_s$ here, the common factor $\pi\hbar N_i/m$ equals $E_F/\hbar$. With $\hbar=6.582\times10^{-13}$ meV s it is $1.819\times10^{14}\ \mathrm{s^{-1}}$, and

$$\frac1{\tau_{tr}}=4\,(1.819\times10^{14}\ \mathrm{s^{-1}})(4.50\times10^{-5})=3.27\times10^{10}\ \mathrm{s^{-1}},$$

$$\frac1{\tau_q}=2\,(1.819\times10^{14}\ \mathrm{s^{-1}})(2.81\times10^{-2})=1.02\times10^{13}\ \mathrm{s^{-1}}.$$

The times are $\tau_{tr}=30.6$ ps and $\tau_q=0.098$ ps. An electron thus collides about 312 times within one momentum-relaxation time. The mobility $e\tau_{tr}/m$ is about $27\ \mathrm{m^2/(V\,s)}$, or $2.7\times10^5\ \mathrm{cm^2/(V\,s)}$.

This is the mobility that the remote impurities alone would allow. Phonons, interface roughness, alloy disorder and dislocations are absent from the model, so the value is not a prediction for a complete device.

We now have the momentum-relaxation and collision rates for remote screened impurities, and in the numerical case an electron collides about 312 times within one momentum-relaxation time. It remains to find which scattering angles the separation suppresses, how both rates depend on $d$ for a distant plane, and when the result holds.

Numbers in the example were calculated in double precision.
